# When does a columnar grain in a thin film grow?: test program

```python
# Result under test: a columnar grain inside one larger matrix grain of a film
# grows only if its radius exceeds r* = h*gb/dg.
#   h  film thickness (nm)         gb  grain-boundary energy (J/m^2)
#   dg energy gain of both faces together per film area (J/m^2)
# Lengths are in nm; energies in J/m^2*nm^2 = 1e-18 J.
# A pressure of 1 J/m^2/nm equals 1000 MPa.
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar, brentq, fsolve

h, gb, dg = 50.0, 0.6, 0.1
temperature = 700.0
MPA = 1000.0


def prism_energy(r, extra=0.0, sides=720):
    """Energy summed over the facets of a many-sided prism.
    extra: further energy gain per swept volume, in J/m^2/nm."""
    angle = 2 * np.pi * np.arange(sides) / sides
    x, y = r * np.cos(angle), r * np.sin(angle)
    xn, yn = np.roll(x, -1), np.roll(y, -1)
    wall = h * np.sum(np.hypot(xn - x, yn - y))
    footprint = 0.5 * np.sum(x * yn - xn * y)
    return gb * wall - (dg + extra * h) * footprint


def numerical_critical_radius(extra=0.0):
    found = minimize_scalar(lambda r: -prism_energy(r, extra),
                            bounds=(1.0, 3000.0), method="bounded",
                            options={"xatol": 1e-6})
    return found.x


def numerical_pressure(r, step=0.01):
    slope = (prism_energy(r + step) - prism_energy(r - step)) / (2 * step)
    return -slope / (2 * np.pi * r * h) * MPA


# Critical radius, zero of the energy, and barrier.
r_crit = h * gb / dg
r_numeric = numerical_critical_radius()
assert abs(r_numeric / r_crit - 1) < 1e-4  # finite number of prism sides
r_zero = brentq(prism_energy, 400.0, 1000.0)
assert abs(r_zero / (2 * r_crit) - 1) < 1e-4
barrier = np.pi * h**2 * gb**2 / dg
assert abs(prism_energy(r_numeric) / barrier - 1) < 1e-4
barrier_joule = barrier * 1e-18
barrier_ev = barrier_joule / const.e
thermal_ev = const.k * temperature / const.e
assert barrier_ev / thermal_ev > 1000

# Pressure on the wall and the resulting motion.
radii = (200.0, 300.0, 400.0)
pressures = [MPA * (dg / h - gb / r) for r in radii]
for r, p in zip(radii, pressures):
    assert abs(numerical_pressure(r) - p) < 1e-3


def final_radius(r):
    """Move the wall along the numerical pressure with positive mobility."""
    for _ in range(500):
        r += 20.0 * numerical_pressure(r)
        if r < 100.0 or r > 900.0:
            break
    return r


assert final_radius(290.0) < 100.0
assert final_radius(310.0) > 900.0


# Wall free to lean: balanced shape of the discretized energy.
def balanced_wall(gain_bottom, gain_top, intervals=30):
    dz = h / intervals

    def gradient(r):
        d = np.diff(r)
        total = r[:-1] + r[1:]
        slant = np.hypot(d, dz)
        g = np.zeros_like(r)
        g[:-1] += gb * np.pi * (slant - total * d / slant)
        g[1:] += gb * np.pi * (slant + total * d / slant)
        g[0] -= 2 * np.pi * gain_bottom * r[0]
        g[-1] -= 2 * np.pi * gain_top * r[-1]
        return g

    shape = fsolve(gradient, np.full(intervals + 1, r_crit), xtol=1e-12)
    assert np.max(np.abs(gradient(shape))) < 1e-5
    return shape


def catenoid(gain_bottom, gain_top):
    s = np.array([gain_bottom, gain_top]) / gb
    waist = h / np.sum(np.arctanh(s))
    return waist, waist / np.sqrt(1 - s**2)


wall_results = []
for split in ((dg / 2, dg / 2), (0.0, dg)):
    shape = balanced_wall(*split)
    waist, faces = catenoid(*split)
    assert abs(shape.min() / waist - 1) < 2e-4  # finite wall intervals
    assert np.allclose(shape[[0, -1]], faces, rtol=2e-4)
    lean = np.degrees(np.arcsin(split[1] / gb))
    wall_results.append((waist, faces[1], lean))

# Elastic energy under equal biaxial strain, thickness free to relax.
strain, modulus_difference = 0.002, 100e9
young, poisson = 100.0, 0.3
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
shear = young / (2 * (1 + poisson))
relaxed = minimize_scalar(
    lambda z: 0.5 * lame * (2 + z)**2 + shear * (2 + z**2)).fun
assert abs(relaxed / (young / (1 - poisson)) - 1) < 1e-6
strain_mpa = modulus_difference * strain**2 / 1e6
strain_radii = []
for sign in (1, -1):
    extra = sign * strain_mpa / MPA
    r_strain = gb / (dg / h + extra)
    assert abs(numerical_critical_radius(extra) / r_strain - 1) < 1e-4
    strain_radii.append(r_strain)

# Boundary length per area in a matrix of hexagonal columns of width d.
d_matrix = 50.0
i, j = np.meshgrid(np.arange(-45, 46), np.arange(-45, 46))
cx = d_matrix * (i + 0.5 * j).ravel()
cy = d_matrix * (np.sqrt(3) / 2 * j).ravel()
side = d_matrix / np.sqrt(3)
samples = (np.arange(20) + 0.5) / 20 - 0.5
disc = 20 * d_matrix
length = 0.0
for angle in (0.0, np.pi / 3, 2 * np.pi / 3):
    nx, ny = np.cos(angle), np.sin(angle)
    for t in samples * side:
        px = cx + 0.5 * d_matrix * nx - t * ny
        py = cy + 0.5 * d_matrix * ny + t * nx
        length += np.sum(px**2 + py**2 < disc**2) * side / len(samples)
counted_density = length / (np.pi * disc**2)
density = 2 / d_matrix
assert abs(counted_density / density - 1) < 0.01  # rim of finite disc
matrix_extra = gb * density
r_matrix = gb / (dg / h + matrix_extra)
assert abs(numerical_critical_radius(matrix_extra) / r_matrix - 1) < 1e-4
assert r_matrix < d_matrix / 2

# Groove on one free face: root slope from the least local energy.
surface_energy = 1.5
root_slope = minimize_scalar(
    lambda s: 2 * surface_energy * np.sqrt(1 + s**2) - gb * s).x
groove_angle = np.arcsin(gb / (2 * surface_energy))
groove_hold = gb * np.tan(groove_angle)


def grooved_wall_energy(x):
    """Wall energy per length at distance x from the root, frozen groove."""
    depth = np.interp(x, [0.0, 1.0], [root_slope, 0.0])
    return gb * (h - depth)


numerical_hold = (grooved_wall_energy(0.2) - grooved_wall_energy(0.1)) / 0.1
assert abs(numerical_hold / groove_hold - 1) < 1e-5
assert groove_hold > dg

print(f"Film thickness: {h:.0f} nm")
print(f"Boundary energy: {gb:.1f} J/m^2")
print(f"Gain of both faces together: {dg:.1f} J/m^2")
print(f"Critical radius, formula: {r_crit:.1f} nm")
print(f"Critical radius, prism maximum: {r_numeric:.2f} nm")
print(f"Radius where total energy is zero: {r_zero:.1f} nm")
for r, p in zip(radii, pressures):
    print(f"Outward pressure at {r:.0f} nm: {p + 0.0:.2f} MPa")
print(f"Face-energy driving pressure: {MPA * dg / h:.2f} MPa")
print(f"Barrier: {barrier_joule:.3e} J")
print(f"Barrier: {barrier_ev:.3e} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {thermal_ev:.4f} eV")
print(f"Barrier divided by kT: {barrier_ev / thermal_ev:.2e}")
for name, (waist, face, lean) in zip(("equal split", "one face only"),
                                     wall_results):
    print(f"Leaning wall, {name}, waist radius: {waist:.2f} nm")
    print(f"Leaning wall, {name}, top radius: {face:.2f} nm")
    print(f"Leaning wall, {name}, top lean: {lean:.2f} degrees")
print(f"Biaxial strain: {100 * strain:.1f} %")
print(f"Biaxial modulus difference: {modulus_difference / 1e9:.0f} GPa")
print(f"Strain-energy difference: {strain_mpa:.2f} MPa")
print(f"Critical radius, strain helps: {strain_radii[0]:.1f} nm")
print(f"Critical radius, strain opposes: {strain_radii[1]:.1f} nm")
print(f"Matrix grain width: {d_matrix:.0f} nm")
print(f"Matrix boundary length per area, formula: {density:.4f} 1/nm")
print(f"Matrix boundary length per area, counted: {counted_density:.4f} 1/nm")
print(f"Pressure from matrix boundaries: {MPA * matrix_extra:.1f} MPa")
print(f"Mean-field critical radius, fine matrix: {r_matrix:.1f} nm")
print(f"Surface energy for groove estimate: {surface_energy:.1f} J/m^2")
print(f"Groove root angle: {np.degrees(groove_angle):.2f} degrees")
print(f"Holding force of one frozen groove: {groove_hold:.4f} J/m^2")
print("no test failed")
```

Printed output:

```
Film thickness: 50 nm
Boundary energy: 0.6 J/m^2
Gain of both faces together: 0.1 J/m^2
Critical radius, formula: 300.0 nm
Critical radius, prism maximum: 300.00 nm
Radius where total energy is zero: 600.0 nm
Outward pressure at 200 nm: -1.00 MPa
Outward pressure at 300 nm: 0.00 MPa
Outward pressure at 400 nm: 0.50 MPa
Face-energy driving pressure: 2.00 MPa
Barrier: 2.827e-14 J
Barrier: 1.765e+05 eV
Temperature: 700 K
Thermal energy kT: 0.0603 eV
Barrier divided by kT: 2.93e+06
Leaning wall, equal split, waist radius: 299.30 nm
Leaning wall, equal split, top radius: 300.35 nm
Leaning wall, equal split, top lean: 4.78 degrees
Leaning wall, one face only, waist radius: 297.20 nm
Leaning wall, one face only, top radius: 301.42 nm
Leaning wall, one face only, top lean: 9.59 degrees
Biaxial strain: 0.2 %
Biaxial modulus difference: 100 GPa
Strain-energy difference: 0.40 MPa
Critical radius, strain helps: 250.0 nm
Critical radius, strain opposes: 375.0 nm
Matrix grain width: 50 nm
Matrix boundary length per area, formula: 0.0400 1/nm
Matrix boundary length per area, counted: 0.0400 1/nm
Pressure from matrix boundaries: 24.0 MPa
Mean-field critical radius, fine matrix: 23.1 nm
Surface energy for groove estimate: 1.5 J/m^2
Groove root angle: 11.54 degrees
Holding force of one frozen groove: 0.1225 J/m^2
no test failed
```
